Disc-averaged screened interaction at q = 0 in monolayer GW

**Setting.** A GW calculation for an insulating monolayer samples the two-dimensional Brillouin zone on a uniform N×N grid of wavevectors q that contains q = 0. The screened interaction W(q) diverges there, so the point value cannot be used. Here it is replaced by a mean over the surrounding grid cell. The monolayer is modelled as a freestanding, isotropic sheet of zero thickness with static polarizability α, a length in Hartree atomic units (e = ħ = m = 1, 4πε₀ = 1). These units hold until part (e), where nm and eV take over.

**(a) Find the static screened interaction W(q) between unit charges in the sheet.**

*Answer.* Let the sheet lie at z = 0 and carry a surface charge ρ exp(iq·r). Off the sheet the potential obeys Laplace's equation, so it is φ exp(iq·r) exp(−q|z|). Its slope in z jumps by −2qφ at the sheet. Poisson's equation requires a jump of −4πρ, hence

φ = 2πρ/q.

With ρ = 1 this is the bare interaction v(q) = 2π/q.

The field in the sheet also polarizes it. The dipole density is P = −α∇φ, and the induced charge is −∇·P = α∇²φ, which is −αq²φ for a plane wave. The total charge creates the potential:

φ = (2π/q)(ρ − αq²φ).

Collecting φ gives φ(1 + 2παq) = 2πρ/q. With r0 = 2πα and ρ = 1,

W(q) = 2π/[q(1 + r0 q)].

The inverse dielectric function 1/(1 + r0 q) tends to 1 as q → 0: a sheet does not screen charges that are far apart, because most of their field lines run through the vacuum. Screening sets in at distances below about r0. The form needs a gap. Free carriers would add an induced charge −gφ, with g > 0 in the static limit, and the same algebra would give 2π/(q + r0 q² + 2πg), which stays finite at q = 0.

**(b) Find the mean of W over the disc |q| < Q. Discuss weak and strong screening, and compare with the mean of v.**

*Answer.* The mean is the integral divided by the disc area πQ². W depends on |q| alone, so the angle gives 2π:

⟨W⟩ = (1/πQ²) ∫₀^Q 2πq · 2π/[q(1 + r0 q)] dq.

The factor q of the area element cancels the 1/q of the interaction. The divergence is therefore integrable, and

⟨W⟩ = (4π/Q²) ∫₀^Q dq/(1 + r0 q).

The integrand has the antiderivative ln(1 + r0 q)/r0, which vanishes at q = 0. Thus

⟨W⟩ = 4π ln(1 + r0 Q)/(r0 Q²).

Setting r0 = 0 in the integral gives the bare mean ⟨v⟩ = 4π/Q.

Let x = r0 Q. For x ≪ 1, ln(1 + x) = x − x²/2 + …, so

⟨W⟩ = (4π/Q)(1 − r0 Q/2 + …).

The first term is the bare mean, as it must be when the disc is too small to contain wavevectors that the sheet screens. For x ≫ 1, ln(1 + x) approaches ln x, and

⟨W⟩ ≈ 4π ln(r0 Q)/(r0 Q²).

Here most of the disc has W ≈ 2π/(r0 q²). That form alone would diverge logarithmically at small q; the return to 2π/q below q ≈ 1/r0 cuts the divergence off.

The ratio of the two means is

⟨v⟩/⟨W⟩ = r0 Q/ln(1 + r0 Q).

This is the factor by which the cell value is too large if the inverse dielectric function is fixed at its q = 0 value, 1, throughout the disc.

**(c) Choose Q for an N×N grid and a unit cell of area A. Find the energy that the q = 0 cell contributes to a sum of W over the zone.**

*Answer.* The Brillouin zone has area (2π)²/A, and each grid cell has 1/N² of it. A disc of equal area satisfies

πQ² = 4π²/(A N²), so Q = (2/N)√(π/A).

A zone integral ∫d²q/(2π)² becomes a sum in which each cell has the weight

(1/4π²) · 4π²/(A N²) = 1/(A N²) = Q²/4π,

where the last form follows from the equation for Q. The contribution of the central cell is

S = (Q²/4π)⟨W⟩ = ln(1 + r0 Q)/r0.

The bare interaction would give Q. As N → ∞, S also tends to Q and vanishes as 1/N: a finer grid moves the small-q region into ordinary grid points. S is thus a property of the grid, while the whole sum has a physical limit.

**(d) Show how the cell acts on the GW gap. Let the sheet respond through one resonance, α(ω) = α ω₀²/(ω₀² − ω²). Within the cell, take overlaps as 1 within a band and 0 between bands.**

*Answer.* Put r0 ω₀²/(ω₀² − ω²) in place of r0. Then

W(q,ω) = v(ω₀² − ω²)/(Ω² − ω²), with Ω² = ω₀²(1 + r0 q).

Subtracting v leaves the correlation part

W(q,ω) − v = v(ω₀² − Ω²)/(Ω² − ω²) = Wc Ω²/(Ω² − ω²),

where Wc = −v r0 q/(1 + r0 q) is its static value. It is negative, and v + Wc = W.

Consider the valence top at energy E, coupled to the occupied state at E − Δ in the same band, with Δ > 0. The correlation self-energy is (i/2π)∫G(E + ω)[W(ω) − v]dω. Turning the contour from the real to the imaginary axis, ω = iw, sweeps the first and third quadrants. The poles of the interaction lie in the second and fourth, and that of G, at −Δ + i0, lies in the second. No pole is crossed, and the product falls off as 1/ω³, so the arcs vanish. With dω = i dw,

Σc = −(1/2π) ∫ dw [WcΩ²/(Ω² + w²)] · 1/(Δ + iw).

The integral runs over all real w. Write 1/(Δ + iw) = (Δ − iw)/(Δ² + w²); the odd part integrates to zero. Partial fractions give

∫ dw/[(Ω² + w²)(Δ² + w²)] = π(1/Δ − 1/Ω)/(Ω² − Δ²) = π/[ΔΩ(Ω + Δ)].

Multiplying by Ω²Δ yields πΩ/(Ω + Δ). Hence

Σc(valence) = −(Wc/2) f, with f = Ω/(Ω + Δ).

For the conduction bottom the intermediate state is empty and lies at E + Δ. The pole of G is then at Δ − i0, in the fourth quadrant, and again is not crossed. Replacing Δ + iw by −Δ + iw reverses the sign of the even part:

Σc(conduction) = +(Wc/2) f.

Bare exchange adds −v to the valence state, whose partner is occupied, and nothing to the conduction state. The gap therefore gains

(Wc/2)f − [−v − (Wc/2)f] = v + Wc f.

When the band energy changes little across the cell compared with Ω, f → 1 and the gain is v + Wc = W. Summed over the cell, it is the S of part (c). In this limit the valence top moves by −(v + W)/2 and the conduction bottom by −(v − W)/2. Both go down, the valence top further. Leaving the cell out makes the self-energy difference across the gap too small by S; using v in place of W makes it too large by Q − S. These are the changes of the gap itself when the intermediate states shift together with the band edge. In a one-shot calculation the poles of G stay at the input energies, and to first order each shift is multiplied by the renormalization factor Z = 1/(1 − ∂Σ/∂E), which is smaller than 1.

**(e) Evaluate the result for a = 0.318 nm, r0 = 4 nm and N = 12. The two lengths are model inputs of roughly the size that suits monolayer MoS₂.**

*Answer.* The hexagonal unit cell has the area

A = (√3/2)(0.318 nm)² = 0.08758 nm².

The disc radius is

Q = (2/12)√(π/0.08758) nm⁻¹ = 0.998 nm⁻¹.

Hence r0 Q = 3.993 and ln(1 + r0 Q) = ln 4.993 = 1.608. In atomic units, r0 = 75.59 bohr and Q = 0.05282 bohr⁻¹, so

⟨W⟩ = 4π × 1.608/(75.59 × 0.05282²) = 95.8 hartree bohr² = 7.30 eV nm².

An energy in eV follows from S on multiplying by e²/(4πε₀) = 1.440 eV nm:

S = 1.440 × 1.608/4 eV = 0.579 eV.

The bare value is 1.440 × 0.998 eV = 1.437 eV, larger by the factor 3.993/1.608 = 2.48. On this grid one cell out of 144 carries more than half an electronvolt of the self-energy difference across the gap, and treating it as unscreened would add a spurious 0.86 eV to it. With the overlap decay of part (f) and the resonance energy of part (g), the model gives Z ≈ 0.78, so in a one-shot gap these figures become about 0.45 and 0.7 eV.

Neither limit of part (b) serves here. The weak-screening series to first order would give 1 − 2.0, a negative mean. The strong-screening form has ln 3.993 = 1.38 in place of 1.61, which is 14% too low.

**(f) The other cells are still represented by their central points. To see what this costs, multiply W by exp(−b²q²) with b = 0.1 nm, a model for the decay of overlaps at large q, and extend the sum over all grid vectors. The table gives the sum minus the integral in eV. Explain its behaviour.**

N = 6: without the cell −0.838, with the disc value −0.048
N = 12: without the cell −0.625, with the disc value −0.046
N = 24: without the cell −0.433, with the disc value −0.038
N = 48: without the cell −0.276, with the disc value −0.027

*Answer.* The entries come from explicit lattice sums up to q = 60 nm⁻¹, where the Gaussian is negligible. The integral, (e²/4πε₀)∫exp(−b²q²)dq/(1 + r0 q), is 1.239 eV by numerical quadrature. The disc value is the S of part (c), without the Gaussian. To leading order in b² this makes it too large by (e²/4πε₀) b²∫₀^Q q² dq/(1 + r0 q), which is about 0.006 eV at N = 6 and 0.001 eV at N = 12. At N = 12 the disc value reduces the error from half of the integral to about 4% of it. Yet the remainder hardly changes between N = 6 and N = 12.

The remainder arises mainly because a point value differs from a cell mean. Let s be the displacement from the centre of a hexagonal cell. By symmetry the mean of s vanishes and the mean of sᵢsⱼ is δᵢⱼ⟨s²⟩/2. Taylor expansion to second order then gives

(cell mean of W) − (centre value) = (⟨s²⟩/4)∇²W.

For a function of |q|, ∇²W = W″ + W′/q. Write W = 2π[1/q − r0/(1 + r0 q)] and let y = r0 q. The first term in the bracket contributes 2/q³ − 1/q³ = 1/q³. The second contributes

−2r0³/(1 + y)³ + r0²/[q(1 + y)²] = r0²(1 − y)/[q(1 + y)³].

Over a common denominator the numerator is (1 + y)³ + y²(1 − y) = 1 + 3y + 4y², so

∇²W = 2π(1 + 3y + 4y²)/[q³(1 + y)³].

This is positive. The Gaussian factor g = exp(−b²q²) keeps the sign, because

∇²(gW) = g[∇²W − 4b²(qW′ + W) + 4b⁴q²W],

and qW′ + W, the derivative of qW = 2π/(1 + r0 q), is negative. To this order every centre value lies below its cell mean, which accounts for the negative sign of the remainder.

Scaling explains its dependence on N. Let h ∝ 1/N be the grid spacing, so that a cell has an area proportional to h². If r0 h ≪ 1, the cells near the origin see W ≈ 2π/q. The difference between mean and centre value then scales as 1/h, and its product with the area as h. The sum over cells converges, since the terms fall as the inverse cube of the distance. The remainder is thus proportional to 1/N: the disc value lowers the error without changing its final order.

Lattice sums with r0 = 0 show this plainly. The remainder at N = 48 is 2.00 times that at N = 96, and at N = 96 it is 9.6% of the error made by omitting the cell.

If r0 h ≫ 1, the nearby cells see W ≈ 2π/(r0 q²) instead. The difference scales as 1/h², and its product with the area does not depend on h. The remainder is then nearly constant. A lattice sum with the pure form 2π/(r0 q²) puts this plateau at −0.062 eV. With r0 Q about 8 at N = 6 and 4 at N = 12, the first two rows approach it without reaching it. With the Gaussian included in the disc value they would be about −0.054 and −0.047 eV. The plateau explains why the remainder falls far more slowly than 1/N. The closer agreement of the two tabulated values, within 0.002 eV instead of 0.006 eV, comes from the Gaussian left out of the disc value.

A near-constant error between two coarse grids is therefore no proof of convergence. For this model at N = 12, replacing the values at the six nearest points by means over their hexagons, each sampled at 3600 points, changes the remainder from −0.046 to −0.009 eV. In a full calculation this step requires W between the grid points. It can be interpolated from the computed values; a single fitted r0 is an approximation, since a layer of finite thickness follows the form of part (a) only at small q.

**(g) Estimate, for the cell of part (e), the effects of its hexagonal shape, the layer thickness, a substrate, band mixing and band dispersion. What do they imply for a real layer?**

*Answer.* Each effect is taken alone, with the grid and r0 held fixed. Integrals without a closed form below were done by numerical quadrature.

*Shape.* Integrating W over the true hexagon instead of the disc changes S by −0.0005 eV. The sign is general for equal areas: the disc trades the corners of the hexagon for points nearer the origin, where W is larger.

*Thickness.* Replace the sheet by a slab of thickness d and dielectric constant ε, with the charges on its midplane. A potential of amplitude 1 that meets a surface from inside gives a reflected amplitude R and a transmitted amplitude T. Continuity of potential and displacement requires 1 + R = T and ε(1 − R) = T, so R = (ε − 1)/(ε + 1). Each passage from midplane to surface and back multiplies the potential by p = R exp(−qd). Adding the reflections that start upwards and downwards gives

W = (2π/εq)(1 + 2p + 2p² + …) = (2π/εq)(1 + p)/(1 − p).

For small qd this becomes 2π/[q(1 + r0 q)] to first order in the denominator, with r0 = d(ε² − 1)/(2ε). For d = 0.62 nm, r0 = 4 nm requires

ε = r0/d + √[(r0/d)² + 1] = 6.45 + 6.53 = 12.98.

Integrating the slab interaction over the disc changes S by +0.006 eV, about 1%. The sign belongs to charges on the midplane; charges spread through the slab interact more weakly, which can reverse it.

*Substrate.* With a dielectric ε₂ below and vacuum above, the jump condition of part (a) becomes (1 + ε₂)qφ = 4π × charge. Let κ = (1 + ε₂)/2. Then φ = (2π/κq)(ρ − αq²φ), which gives

W = 2π/[q(κ + r0 q)] and S = ln(1 + r0 Q/κ)/r0.

For the electronic screening of a silica-like substrate take ε₂ = 2.1, hence κ = 1.55. The logarithm is ln(1 + 3.993/1.55) = 1.274, and S = 1.440 × 1.274/4 eV = 0.459 eV. The change is −0.120 eV, or 21% of the freestanding value. This assumes direct contact; a gap between layer and substrate makes the change smaller.

*Band mixing.* Take the two-band Hamiltonian with diagonal elements ±D and off-diagonal element uq, where D = 0.85 eV and u = 0.35 eV nm. Its eigenvectors turn by θ/2 between 0 and q, with cos θ = D/√(D² + u²q²). The squared overlap is (1 + cos θ)/2 within a band and (1 − cos θ)/2 between bands. If all energy differences are small beside Ω, an occupied partner contributes −(v + Wc/2) times its squared overlap, and an empty one +Wc/2 times its own. Subtracting the valence from the conduction sum gives (v + Wc)cos θ = W cos θ. At the disc edge cos θ = 0.85/0.919 = 0.925. Over the disc the gap contribution changes by −0.010 eV. This is an estimate, since the transition energy between the bands is not very small compared with Ω; keeping it in f, with the resonance energy used below, gives −0.012 eV.

*Band dispersion.* In the same bands Δ reaches 0.069 eV at the disc edge. With a rough resonance energy ħω₀ = 5 eV, the plasmon energy there is 5 × √4.993 eV = 11.2 eV. By part (d), the gap gains (v − W)Δ/(Ω + Δ) over its static value, which adds up to +0.0025 eV over the disc.

*The real layer.* The lattice constant and r0 are of the size usual for MoS₂, but r0 should come from the same calculation as the rest of W. For a layer on a silica-like oxide, the substrate is by far the largest of the five effects sized in this part. The shift of −0.12 eV belongs to one cell of a 12×12 grid; it is not the substrate's full effect on the gap, to which the other cells also contribute. A doped channel breaks the assumption of an insulator, and by part (a) its static W is finite at q = 0, so the formula for S in part (c) no longer applies. Local fields, other bands and self-consistency lie outside the model, and S is one term of a GW gap.
